# Counting dangling bonds on Si(001) before and after dimerisation

**Question**

I am stuck on an exercise about the (001) surface of silicon: "Count the bonds on the ideal surface, and show that pairwise dimerisation reduces the number of dangling bonds per surface atom from two to one."

I know that each atom in bulk silicon has four neighbours, but I have three problems.

1. I can't see from a flat drawing which bonds are cut, or which neighbour an atom should pair with. Each surface atom seems to have four equally distant neighbours in the surface plane.
2. Those neighbours are much farther away than a bond length. Can two of them form a bond without tearing the bonds that hold them to the crystal?
3. If an atom has two dangling bonds and a neighbour on either side, why doesn't it bond to both and end up with none?

**Answer**

Your three problems need a count, a piece of geometry and a bound, in that order. First, two conventions. A bond here means a two-electron sigma bond between silicon atoms at the bulk bond length, with one electron from each atom. A dangling bond is an orbital that has no sigma partner. Silicon has four valence electrons and four bonding orbitals, so an atom with $c$ sigma bonds has

$$n = 4 - c$$

dangling bonds. I take the surface to be clean and flat, without steps or missing atoms.

**Which bonds are cut**

Let $a$ be the edge of the cubic cell and put a surface atom at the origin, with $z$ along the outward normal [001]. In the bulk crystal its four neighbours would sit at

$$\tfrac a4(1,1,1),\quad \tfrac a4(-1,-1,1),\quad \tfrac a4(1,-1,-1),\quad \tfrac a4(-1,1,-1).$$

Each is at the distance

$$d=\frac a4\sqrt{1^2+1^2+1^2}=\frac{\sqrt3}{4}\,a .$$

Two neighbours have $z=+a/4$ and two have $z=-a/4$. The ideal surface is made by removing everything above $z=0$ and leaving the other atoms where they were. The two upper neighbours go and the two lower ones stay, so $c=2$ and

$$n_{\text{ideal}}=4-2=2 .$$

An atom in the second layer also has two neighbours above and two below. Its upper neighbours are the surface atoms, which are still there, so it keeps all four bonds. The same holds further down. The broken bonds all belong to the top layer.

To turn this into a density, note that the top-layer atoms form a square lattice with edge vectors $\tfrac a2(1,1,0)$ and $\tfrac a2(1,-1,0)$. Both have length

$$L=\frac a2\sqrt2=\frac{a}{\sqrt2},$$

and they are perpendicular, so each surface atom occupies an area $L^2=a^2/2$. There are $2/a^2$ surface atoms per unit area, and $2\times 2/a^2=4/a^2$ dangling bonds.

You can check this from the other side of the cut. The removed site at $\tfrac a4(1,1,1)$ was bonded downwards to two surface atoms, one at the origin and one at $\tfrac a2(1,1,0)$. The removed layer also had $2/a^2$ sites per unit area, so the cut broke $2\times2/a^2=4/a^2$ bonds. Each broken bond leaves one dangling bond on the surface side, and the two counts agree.

**Which neighbour is the partner**

That check also settles your first problem. The four in-plane neighbours are equally distant but not equivalent. The dangling bonds of the atom at the origin point along $(1,1,1)$ and $(-1,-1,1)$, so they lean along $\pm[110]$. The neighbour at $\tfrac a2(1,1,0)$ has a dangling bond pointing at the same vacant site. These two orbitals already lean towards each other. Along $[1\bar10]$ there is no such meeting of orbitals, because the bonds that lean that way are the two back bonds, which go down into the crystal and are in use.

So think of the surface as parallel lines of atoms running along [110], with spacing $L$ within each line, and pair the atoms in each line: first with second, third with fourth, and so on.

If the crystal had been cut one layer lower, the exposed atoms would have had their four bond vectors reversed in sign. Their upper bonds would then be $\tfrac a4(-1,1,1)$ and $\tfrac a4(1,-1,1)$, leaning along $[1\bar10]$. The pairing direction would turn by 90°, but the count would be the same.

**The count after pairing**

Before pairing, two partners have $2+2=4$ dangling bonds. The new bond between them uses one orbital from each, which leaves $4-2=2$ for the pair, so

$$n_{\text{dimer}}=\frac{4-2}{2}=1 .$$

In terms of neighbours, each atom now has two back bonds and one dimer bond, so $c=3$ and $n=4-3=1$. The density of dangling bonds falls from $4/a^2$ to $2/a^2$.

It helps to write this for any number of pairs. If $N$ surface atoms form $B$ new bonds among themselves, the mean number of dangling bonds per surface atom is

$$\bar n=\frac{2N-2B}{N}=2-\frac{2B}{N}.$$

With no pairs this is 2. With every atom paired, $B=N/2$ and it is 1. If a line is a separate piece with an odd number $N$ of atoms, at best $B=(N-1)/2$, and

$$\bar n=2-\frac{N-1}{N}=1+\frac1N .$$

One atom is left over with two dangling bonds. The answer "one per atom" therefore needs every atom to have a partner. It is approached for long lines, and it fails most clearly for $N=1$, where $\bar n=2$.

If the dimers in neighbouring lines stand side by side, the surface repeats after $2L$ along [110] and after $L$ along $[1\bar10]$. This is the $2\times1$ reconstruction. Shifting the pairing in one line by one atom changes the pattern but not the count.

**Can the atoms reach each other?**

Now your second problem. For silicon, $a=5.4310$ Å, which gives $d=2.3517$ Å and $L=3.8403$ Å. The partners start about 1.49 Å too far apart. What matters is whether they can close that gap while their back bonds keep the length $d$.

Use axes fitted to the surface: $x$ along [110], $y$ along $[1\bar10]$ and $z$ outwards. The back bond $\tfrac a4(1,-1,-1)$ has the components

$$x:\ \frac a4\,\frac{1-1}{\sqrt2}=0,\qquad y:\ \frac a4\,\frac{1+1}{\sqrt2}=\frac{a}{2\sqrt2}=\frac L2,\qquad z:\ -\frac a4 .$$

The other back bond has the opposite $y$ component. With $R=a/4$, the two second-layer neighbours are therefore at $(0,\pm L/2,-R)$. Hold them fixed and let the surface atom move to $(x,y,z)$. Keeping both back bonds at length $d$ requires

$$x^2+\left(y-\tfrac L2\right)^2+(z+R)^2=d^2,\qquad x^2+\left(y+\tfrac L2\right)^2+(z+R)^2=d^2 .$$

Subtracting the first from the second leaves $2Ly=0$, so $y=0$. Putting this back gives

$$x^2+(z+R)^2=d^2-\frac{L^2}{4}=\frac{3a^2}{16}-\frac{a^2}{8}=\frac{a^2}{16}=R^2 .$$

The surface atom can swing on a circle of radius $R=1.3578$ Å about the line through its two second-layer neighbours, like a gate on two hinges. The circle lies in the $xz$ plane, which contains the pairing direction. The swing costs no bond stretching.

Let each partner move sideways by $s$ towards the other. They swing as mirror images, so they stay at equal height and their distance is $L-2s$. Setting this equal to $d$ gives

$$s=\frac{L-d}{2}=\frac{3.8403-2.3517}{2}\ \text{Å}=0.744\ \text{Å}.$$

This is less than $R$, so such a point exists on the circle. The atom started at the top of the circle, at $z=0$. After the swing, $z+R=\sqrt{R^2-s^2}$, so it has dropped by

$$R-\sqrt{R^2-s^2}=\left(1.358-\sqrt{1.358^2-0.744^2}\right)\text{Å}=0.222\ \text{Å}.$$

Every bond, old and new, now has the bulk length. This is a symmetric model dimer that shows the pairing to be geometrically possible. It is not a relaxed structure, in which the second layer would move too and bond lengths could change. On the real clean surface the dimers are also tilted, with one atom higher than the other, which leaves the count unchanged.

**Where the strain goes**

Unstretched bonds do not make the dimer free of strain, because some bond angles have changed. In the bulk every angle is 109.47°.

Take the left partner, now at $x=s$. Its dimer bond points along $+x$, and its back bonds have $x$ component $-s$ and length $d$. The angle $\alpha$ between them obeys

$$\cos\alpha=-\frac sd=-\frac{0.7443}{2.3517}=-0.3165,\qquad \alpha=108.45^\circ .$$

The angle between the two back bonds is unchanged, since it belongs to a triangle with fixed sides $d$, $d$ and $L$. The surface atom thus keeps nearly tetrahedral angles among its three bonds.

The second-layer atoms do not. Seen from one of them, a bond up to a shifted surface atom is $(s,\pm L/2,h)$ with $h=\sqrt{R^2-s^2}=1.136$ Å, and the two bonds down to the third layer are $(\pm L/2,0,-R)$. The angle $\beta$ between an upper and a lower bond follows from the scalar product:

$$\cos\beta=\frac{\pm\,sL/2-hR}{d^2}=\frac{\pm1.429-1.542}{5.530}.$$

The plus sign gives 91.2° and the minus sign 122.5°. These differ from the bulk angle by about 18° and 13°, against 1° at the surface atom. In this model the strain sits mainly one layer below the dimer.

Bond counting alone therefore does not prove that the surface will dimerise. It shows that one bond is gained for every two surface atoms. Whether this outweighs the bent angles is a question of energy, which I have not calculated here.

**Why an atom does not bond to both sides**

For your third problem, keep the same conditions: second layer fixed, back bonds at length $d$. An atom that swings towards one neighbour swings away from the other, but the neighbours can swing as well, so this needs a proper bound.

Let the middle atom be at angle $\theta$ on its circle, measured from the top, so that $x=R\sin\theta$ and $z+R=R\cos\theta$. Its two neighbours in the line move on circles of the same radius, centred at $x=+L$ and $x=-L$. The squared distance from the middle atom to these centres is

$$D_\pm^2=(L\mp R\sin\theta)^2+R^2\cos^2\theta=L^2+R^2\mp2LR\sin\theta ,$$

where I used $\sin^2\theta+\cos^2\theta=1$. Whatever the sign of $\sin\theta$, the larger of the two is $L^2+R^2+2LR|\sin\theta|$, which is at least $L^2+R^2$. This exceeds $R^2$, so the middle atom lies outside that neighbour's circle, and the nearest point of the circle is closer than its centre by $R$. The farther neighbour can therefore come no closer than

$$\sqrt{L^2+R^2}-R=\sqrt{\frac{a^2}{2}+\frac{a^2}{16}}-\frac a4=\frac{3a}{4}-\frac a4=\frac a2 .$$

A bond needs $d=\sqrt3\,a/4\approx0.433\,a$, which is smaller than $a/2$. For silicon the comparison is 2.716 Å against 2.352 Å. A numerical scan over positions on the circles gives the same least distance. The longer of the two new bonds would have to be at least 15% longer than a bulk bond, since $(a/2)/d=2/\sqrt3\approx1.155$. This value is reached only at $\sin\theta=0$, where both bonds are stretched equally. If one bond has the length $d$, say towards $x=+L$, then $D_+\le d+R$. Since $D_+^2+D_-^2=2(L^2+R^2)$, the other neighbour stays at least $\sqrt{2(L^2+R^2)-(d+R)^2}-R=3.05$ Å away, about 30% beyond $d$.

The other surface atoms are no help:

- Atoms in different lines differ in $y$ by at least $L$. Since the swing leaves $y$ unchanged, they stay at least 3.84 Å apart. This also rules out pairing along $[1\bar10]$.
- Second neighbours in the same line have circles centred $2L$ apart, and each atom can move sideways by at most $R$. They stay at least $2L-2R=4.97$ Å apart, and more distant ones stay farther still.

Atoms in the second layer and below already have four bonds and no free orbital. Under the stated conditions, then, a surface atom can gain at most one bond of bulk length. Pairing gives every atom that one bond, so no other arrangement of such bonds leaves fewer dangling bonds.

The 15% margin also shows where the argument ends. If you accept longer bonds, or let the second layer move, this bound no longer applies. The movement needed is small: shifting the second-layer atoms by about 0.2 Å is enough to join three surface atoms in a line with every bond at length $d$. The bound is therefore a statement about the model with a fixed second layer. Why real silicon forms pairs rather than longer chains is a question of energy, including the cost of bent angles, which this bound does not settle. It also says nothing about a surface to which other atoms have been added.

**The numbers for a piece of surface**

Take a square patch of $2a\times2a$, repeated periodically. It holds $4a^2\times2/a^2=8$ surface atoms. The ideal surface has $8\times2=16$ dangling bonds. The eight atoms form four dimers, each new bond removes two dangling bonds, and $16-4\times2=8$ remain, one per atom.

Counting neighbours by distance in the full three-dimensional structure gives the same result: 2, 0 and 0 dangling bonds per atom in the first three layers before pairing, and 1, 0 and 0 after it. There is no doubt about what counts as a neighbour, because the nearest atom not bonded to a dimer atom is 3.36 Å away, 43% beyond the bond length.

With $a=5.4310\times10^{-8}$ cm, the density of surface atoms is

$$\frac{2}{a^2}=\frac{2}{(5.4310\times10^{-8}\ \text{cm})^2}=6.78\times10^{14}\ \text{cm}^{-2}.$$

The density of dangling bonds is twice this, $1.36\times10^{15}$ cm$^{-2}$, on the ideal surface, and equal to it on the dimerised one. These densities count orbitals without a sigma partner. They do not say how readily those orbitals react, which also depends on how the remaining electrons are arranged. If hydrogen atoms capped every such orbital, the dimerised surface would hold one hydrogen atom per surface silicon atom. The same count gives two for the ideal surface, but it ignores crowding: dangling bonds of neighbouring atoms point at the same vacant site, so their hydrogen atoms would be pushed close together.

**What the remaining electrons do**

Each cut bond leaves one electron on the surface side, so an ideal surface atom has two electrons for its two dangling orbitals. The count does not say how they are distributed between these orbitals. After pairing, two electrons of each dimer are in the new sigma bond. The other two are shared between the two remaining orbitals, one on each atom.

Those two electrons may stay one on each atom, they may form a weaker pi bond across the dimer, or both may move to one atom and leave the other orbital empty. The sigma count is the same in all three cases: two orbitals per dimer without a sigma partner, which is one per surface atom. If you chose to count a pi bond as a full bond, you would report a different number for the same surface, so state the convention when you write up your solution.

The numerical output below lists the main values used here. Its "row neighbours" are the neighbours within one of my lines along [110].

## Computed values

```
lattice constant a: 5.4310 angstrom
bulk bond length d: 2.3517 angstrom
surface atom spacing L: 3.8403 angstrom
circle radius R: 1.3578 angstrom
bulk neighbours per atom: 4
surface atoms bonded to each removed site: 2
surface atoms in the 2a x 2a test cell: 8
ideal: dangling bonds per atom, layers 1 to 3: 2, 0, 0
ideal: dangling bonds in test cell: 16
ideal: dangling-bond density: 1.356e+15 cm^-2
dimerised: dangling bonds per atom, layers 1 to 3: 1, 0, 0
dimerised: dangling bonds in test cell: 8
dimerised: dangling-bond density: 6.781e+14 cm^-2
surface atom density: 6.781e+14 cm^-2
new dimer bonds in test cell: 4
sideways shift s of each atom: 0.7443 angstrom
drop of each atom: 0.2222 angstrom
dimer: nearest non-bonded distance of a surface atom: 3.360 angstrom
bulk bond angle: 109.47 degrees
dimer: angles at surface atoms: 108.45 to 109.47 degrees
dimer: angles at second-layer atoms: 91.17 to 122.49 degrees
least distance to the farther of two row neighbours: 2.7155 angstrom
least distance to a second row neighbour: 4.9651 angstrom
```
